# Mean-field transition temperature of an alternating-plane Ising superlattice

## The problem

A crystal is built from switchable dipoles on a simple cubic lattice. Each dipole has two orientations, described by a pseudospin \(s_i=\pm1\). The planes normal to \(z\) alternate in type: A, B, A, B, and so on. The energy is

\[
H=-\sum_{\langle ij\rangle}J_{ij}s_is_j ,
\]

where every nearest-neighbour bond is counted once. The coupling is \(J_A\) for a bond inside an A plane, \(J_B\) inside a B plane, and \(J\) between neighbouring planes. The crystal is infinite, there is no applied field, and \(J_A,J_B\ge0\). A positive coupling favours parallel dipoles.

Take \(J_A=8\) meV, \(J_B=3\) meV and \(J=5\) meV. In the mean-field approximation, at what temperature does the crystal order, and how is the order shared between the two kinds of plane? What changes if \(J\) is negative?

## A tempting solution

Every site has four neighbours in its own plane and two in the adjacent planes. Half the sites are A and half are B, so an average site has an in-plane coupling \((J_A+J_B)/2\). If \(m\) is the mean pseudospin, the average site feels the field

\[
h=\left[4\,\frac{J_A+J_B}{2}+2J\right]m=\left[2(J_A+J_B)+2J\right]m .
\]

A two-state dipole in this field has \(m=\tanh(h/kT)\). For small \(m\) the hyperbolic tangent equals its argument, and a nonzero \(m\) first appears at

\[
kT_{\rm av}=2(J_A+J_B)+2J=22+10=32\ \text{meV},
\]

or 371 K. The value looks sensible. A crystal made of A planes alone, with the same \(J\), would give \(4J_A+2J=42\) meV, or 487 K. One made of B planes alone would give \(4J_B+2J=22\) meV, or 255 K. The result lies midway.

## Where it fails

The argument gives A and B sites the same mean pseudospin, although nothing in the problem makes them equivalent. Write the small-\(m\) condition for each type separately:

\[
kT\,m_A=4J_Am_A+2Jm_B,\qquad kT\,m_B=4J_Bm_B+2Jm_A .
\]

With \(m_A=m_B=m\ne0\), the first equation demands \(kT=42\) meV and the second \(kT=22\) meV. They cannot both hold. The tempting solution satisfies their sum, which gives 32 meV, but not their difference, which reads \(0=4(J_A-J_B)m\). That requires \(J_A=J_B\). The averaged state is therefore not a solution of the mean-field equations for unequal planes, and two order parameters are needed.

## The right solution

**Free energy.** For any probability distribution \(\rho\) over the pseudospin states, define \(F[\rho]=\sum\rho\,(H+kT\ln\rho)\). With the equilibrium distribution \(\rho_{\rm eq}=e^{-H/kT}/Z\) and the true free energy \(F_{\rm eq}=-kT\ln Z\),

\[
F[\rho]-F_{\rm eq}=kT\sum\rho\ln\frac{\rho}{\rho_{\rm eq}}\ \ge\ 0 ,
\]

because \(\ln x\le x-1\) with \(x=\rho_{\rm eq}/\rho\). The best distribution of a given form is thus the one with the lowest \(F[\rho]\). Mean-field theory takes independent sites, with mean \(m_A\) on A sites and \(m_B\) on B sites.

Count the bonds for one A site and one B site. Each has four in-plane neighbours, and each in-plane bond is shared by two sites, so there are two A–A bonds and two B–B bonds. The A site has two vertical neighbours, both B, which gives two A–B bonds. For independent sites the mean of a product is the product of means, and the energy per pair is

\[
-2J_Am_A^2-2J_Bm_B^2-2Jm_Am_B=-\tfrac12\,m^{T}Km,
\qquad
K=\begin{pmatrix}4J_A&2J\\2J&4J_B\end{pmatrix},
\]

with \(m=(m_A,m_B)^T\). A site with mean \(m\) is up with probability \((1+m)/2\) and down with probability \((1-m)/2\). Its entropy, in units of \(k\), is

\[
S(m)=-\frac{1+m}{2}\ln\frac{1+m}{2}-\frac{1-m}{2}\ln\frac{1-m}{2},
\qquad
\frac{dS}{dm}=-\frac12\ln\frac{1+m}{1-m}=-\operatorname{artanh}m .
\]

The free energy per pair is \(f=-\tfrac12m^TKm-kT[S(m_A)+S(m_B)]\). Setting its two derivatives to zero gives \(kT\operatorname{artanh}m_A=4J_Am_A+2Jm_B\) and the matching B equation, that is,

\[
m_A=\tanh\frac{4J_Am_A+2Jm_B}{kT},\qquad
m_B=\tanh\frac{4J_Bm_B+2Jm_A}{kT}.
\]

**Loss of stability.** The disordered state \(m=0\) always solves these equations. Near it \(\operatorname{artanh}m\approx m\), so the matrix of second derivatives of \(f\) is \(kT\,\mathbb 1-K\). The disordered state is a minimum as long as \(kT\) exceeds both eigenvalues of \(K\). These obey

\[
(\lambda-4J_A)(\lambda-4J_B)-4J^2=0 ,
\]

or \(\lambda^2-4(J_A+J_B)\lambda+16J_AJ_B-4J^2=0\). The discriminant is

\[
16(J_A+J_B)^2-64J_AJ_B+16J^2=16\left[(J_A-J_B)^2+J^2\right].
\]

Half the sum of \(4(J_A+J_B)\) and the square root of the discriminant is the larger eigenvalue, and stability is lost at

\[
kT_c=\lambda_+=2(J_A+J_B)+2\sqrt{(J_A-J_B)^2+J^2}.
\]

**No earlier jump.** Instability of \(m=0\) does not by itself exclude a discontinuous transition at a higher temperature. Suppose a nonzero solution exists. Since \(|\tanh x|<|x|\) for \(x\neq0\), the lengths of the vectors obey

\[
|m|<\frac{|Km|}{kT}\le\frac{\lambda_+}{kT}|m| .
\]

The last step needs \(\lambda_+\ge|\lambda_-|\), which holds because \(\lambda_++\lambda_-=4(J_A+J_B)\ge0\). Hence \(kT<\lambda_+\), and at or above \(T_c\) there is no ordered solution. The transition is also continuous. As \(T\) rises to \(T_c\), any limit of ordered solutions must solve the equations at \(T_c\), where the one solution is zero.

**Other patterns.** The order could also vary within a plane or along the stack. For lattice spacing \(a\) and wavevector \(q\), summing the neighbour phases replaces the elements of \(K\) by

\[
2J_{A}(\cos q_xa+\cos q_ya),\qquad 2J_{B}(\cos q_xa+\cos q_ya),\qquad 2J\cos q_za .
\]

The larger eigenvalue of a symmetric two-by-two matrix with diagonal \(d_1,d_2\) and off-diagonal \(o\) is \(\tfrac12(d_1+d_2)+\sqrt{\tfrac14(d_1-d_2)^2+o^2}\). It grows with \(|o|\), and it does not fall when \(d_1\) or \(d_2\) rises, since its derivative with respect to \(d_i\) is the squared component of the unit eigenvector. All three magnitudes are greatest at \(q=0\), so no modulated pattern becomes unstable first. This uses \(J_A,J_B\ge0\). Competing couplings to more distant neighbours could change it.

A numerical test used the full coupling matrix of a periodic lattice of \(4\times4\times4\) sites. For \((J_A,J_B,J)=(8,3,5)\), \((2,7,1.5)\), \((4,4,3)\), \((6,0,2)\) and \((8,3,-5)\) meV, its largest eigenvalue agreed with the formula to within \(10^{-9}\) meV.

## The numbers

For the given couplings,

\[
K=\begin{pmatrix}32&10\\10&12\end{pmatrix}\text{meV},\qquad
kT_c=22+2\sqrt{25+25}=36.14\ \text{meV}.
\]

With 11.6045 K per meV this is \(T_c=419\) K. The averaged argument was 48 K too low as a solution of the mean-field problem. At its 32 meV the disordered state is already unstable, because the determinant of \(kT\,\mathbb 1-K\) is \((32-32)(32-12)-10^2=-100\ \text{meV}^2\), and a negative determinant means one negative eigenvalue.

The first row of \(Km=\lambda_+m\) gives the sharing of the order just below \(T_c\):

\[
\frac{m_B}{m_A}=\frac{\lambda_+-4J_A}{2J}=\frac{36.14-32}{10}=0.414 .
\]

The A planes lead and the B planes follow in their field. This is why the transition lies above the average. Multiplying \(Km=\lambda_+m\) by \(m^T\) shows that \(\lambda_+=m^TKm/m^Tm\). The strong element \(4J_A\) enters with weight \(1/(1+0.414^2)=0.85\), where the averaged state gives it one half.

## Limits and the sign of \(J\)

Let \(J>0\) and \(\Delta=J_A-J_B\ge0\). The correct result exceeds the averaged one by

\[
kT_c-kT_{\rm av}=2\left(\sqrt{\Delta^2+J^2}-J\right)\ge0 .
\]

For \(\Delta\ll J\) the square root is \(J+\Delta^2/2J\) to leading order, and the excess is \(\Delta^2/J\). Averaging is therefore a good approximation within mean-field theory when the planes differ little on the scale of the interplane coupling, and it becomes correct for \(J_A=J_B\). In the example \(\Delta=J\), and this condition is not met. From above, \(\sqrt{\Delta^2+J^2}\le\Delta+J\) gives \(kT_c\le4J_A+2J\), the value of the all-A crystal.

For weak interplane coupling, \(J\ll\Delta\), the root is \(\Delta+J^2/2\Delta\), and

\[
kT_c\approx4J_A+\frac{J^2}{J_A-J_B}.
\]

In mean-field theory the rise is quadratic in \(J\), because an A plane acts on its neighbours through \(J\), and their response acts back through \(J\) again. This power law does not survive correlations: near its own transition a single plane responds much more strongly than mean-field theory allows, so a weak \(J\) raises the transition faster. In the example the estimate is \(32+25/5=37.0\) meV. That is 2% above the full value, but the rise above 32 meV is 5 meV instead of 4.14 meV, an error of 21% relative to the correct rise. At \(J=0\) the planes decouple, and in mean-field theory the A planes order alone at \(4J_A=32\) meV. The exact transition of an isolated square-lattice plane lies at \(2J_A/\ln(1+\sqrt2)=18.2\) meV, so the mean-field value is especially poor for weakly coupled planes.

If \(J\) is negative, replace \(m_B\) by \(-m_B\). The energy then has the form it had for \(+|J|\), so \(T_c\) is unchanged and neighbouring planes order antiparallel. The mode ratio for \(J=-5\) meV is \(-0.414\). If all sites carry equal dipoles, a net polarization remains at temperatures between zero and \(T_c\), because the two kinds of plane are unequally ordered and do not cancel. It vanishes as \(T\to0\), where both saturate. The averaged formula would give \(22-10=12\) meV here, a far larger error, since it forces parallel order on planes that prefer the opposite.

## Below the transition

At 300 K, \(kT=25.85\) meV, and the nonlinear equations give \(m_A=0.847\) and \(m_B=0.512\). Substitution confirms them:

\[
\tanh\frac{32(0.847)+10(0.512)}{25.85}=0.847,\qquad
\tanh\frac{12(0.512)+10(0.847)}{25.85}=0.512 .
\]

The ratio has risen from 0.414 to 0.60. As \(T\to0\) with \(J>0\), both arguments grow without limit and the ratio tends to one.

The B planes are well ordered here although an all-B crystal would be disordered above 255 K. One may ask whether they have a second transition on cooling. For \(J>0\) they do not. On the branch with \(m_A,m_B>0\), the second-derivative matrix of \(f\) is \(kT\,\mathrm{diag}[1/(1-m_i^2)]-K\). For \(0<m<1\),

\[
\frac1{1-m^2}-\frac{\operatorname{artanh}m}{m}=\sum_{n\ge1}\left(1-\frac1{2n+1}\right)m^{2n}>0 ,
\]

so this matrix exceeds \(N=kT\,\mathrm{diag}[\operatorname{artanh}(m_i)/m_i]-K\) by a positive diagonal part. The stationarity equations give \(N_{AA}=2Jm_B/m_A\), \(N_{BB}=2Jm_A/m_B\) and \(N_{AB}=-2J\). For any vector \(x\),

\[
x^TNx=2Jm_Am_B\left(\frac{x_A}{m_A}-\frac{x_B}{m_B}\right)^2\ge0 .
\]

The ordered state thus stays a strict minimum and changes smoothly with temperature. The branch is also unique. If two positive solutions \(m,m'\) differed, name them so that the largest ratio \(c=m'_i/m_i\) exceeds one. At that site \(m'_i\le\tanh[c(Km)_i/kT]<c\tanh[(Km)_i/kT]=cm_i\), a contradiction. The smaller eigenvalue of \(K\), 7.86 meV, marks a further instability of the disordered state, which the crystal has left long before.

## How far the number can be trusted

**Fluctuations.** Mean-field theory ignores correlations between neighbours. A Monte Carlo calculation with the same Hamiltonian and couplings was made on periodic lattices of \(6^3\) and \(12^3\) sites. The transition was located where the two sizes give the same value of \(1-\langle M^4\rangle/3\langle M^2\rangle^2\), with \(M\) the mean pseudospin of the lattice. It lies at about 0.69 of the mean-field temperature, near 289 K, with an uncertainty of a few percent. Longer runs on \(8^3\) and \(16^3\) sites move it up by about 5 K, to 0.70 or 294 K. The order parameters found above for 300 K are therefore mean-field values at a temperature where the same model, treated with its fluctuations, is close to its transition and may be disordered. The averaged value of 371 K happens to lie closer to 289 K than 419 K does. That is a partial cancellation of two errors: forcing \(m_A=m_B\) lowers the mean-field result, while neglecting correlations raises it.

**Dipolar forces.** Electric dipoles also interact beyond nearest neighbours. Let the polarization lie in the planes, along \(x\), and let the crystal be a slab or needle extended along \(x\), so that there is no depolarizing field (the dipole sum depends on the shape: for a uniformly polarized sphere the shift found below would be only 6 K). Assume a saturated polarization \(P=5\) μC/cm², a spacing \(a=0.40\) nm and an electronic permittivity \(\varepsilon=2.5\). The dipole is \(Pa^3\), and the energy scale is \(D=P^2a^3/4\pi\varepsilon_0\varepsilon=3.59\) meV. A pair at separation \(r\), in units of \(a\), has coupling \(D(3x^2-r^2)/r^5\).

Summed over a dipole's own plane this gives \(4.517D\), of which the nearest neighbours supply \(2(2)+2(-1)=2\). One adjacent plane gives \(-0.164D\), of which the vertical neighbour supplies \(-1\). If the nearest-neighbour parts are already contained in the \(J\)'s, the remainder adds \(2.517D=9.04\) meV to each diagonal element and \(2(0.836)D=6.00\) meV to the off-diagonal one. Planes farther away are left out. Then

\[
kT_c=\frac{41.04+21.04}{2}+\sqrt{10^2+16.00^2}=49.9\ \text{meV},
\]

which is 160 K higher, or 38% of the original \(T_c\). The nearest-neighbour dipolar bonds are \(+2D\) along \(x\) and \(-D\) along \(y\), a difference of 10.8 meV that isotropic in-plane \(J\)'s do not show. If this anisotropy is kept, the \(y\) bonds of the B planes become \(-2.4\) meV and the argument against modulated patterns no longer applies. A scan over \(q\) still puts the largest eigenvalue at \(q=0\) for this polarization, but from about 8 μC/cm² a pattern alternating along \(y\) leads. At 5 μC/cm² the two-by-two form therefore survives, but \(4J_A\), \(4J_B\) and \(2J\) must be read as summed couplings. If they were fitted to measured transitions, the tail is already inside them and must not be added again.

**Tunnelling.** Let each dipole tunnel between its orientations through a term \(-\Gamma\sigma_x\). In a field \(h\) its levels are \(\pm E\) with \(E=\sqrt{\Gamma^2+h^2}\), and \(\langle\sigma_z\rangle=(h/E)\tanh(E/kT)\), which is \(h\tanh(\Gamma/kT)/\Gamma\) for small \(h\). The condition becomes \(\lambda_+\tanh(\Gamma/kT_c)=\Gamma\). For an assumed \(\Gamma=1\) meV it lowers \(T_c\) by 0.1 K, which is negligible here.

**The real case.** The couplings put the transition at a few hundred kelvin, the rough regime of order-disorder ferroelectrics such as sodium nitrite, but they are not fitted to that material. Its polarization is roughly 10 μC/cm², twice the value assumed here. Since \(D\) varies as \(P^2\), the dipolar part would be four times larger at the same spacing and permittivity. A nearest-neighbour model is thus unreliable for such a crystal, and summed couplings need not rescue it: at 10 μC/cm², with the bond anisotropy kept, the pattern alternating along \(y\) has the larger eigenvalue, 108 meV against 94 meV at \(q=0\). Sodium nitrite itself orders through a narrow modulated phase and a first-order transition, which this model does not describe. At the 5 μC/cm² assumed above, the tail raises the mean-field result by 160 K, while the neglected correlations lower it by about 125 to 130 K. The two shifts were computed separately and should not simply be added. Strain, mixing at the interfaces, free surfaces and dipoles that differ between planes are not included or sized. If the polarization points along the stack, depolarizing fields and electrodes enter as well, and the 419 K found here does not apply. The full set of values is in the numerical output.

## Values computed for the example and the checks

```
In-plane coupling JA: 8.0 meV
In-plane coupling JB: 3.0 meV
Interplane coupling J: 5.0 meV
Matrix element 4JA: 32.0 meV
Matrix element 4JB: 12.0 meV
Matrix element 2J: 10.0 meV
Larger eigenvalue of K: 36.142 meV
Smaller eigenvalue of K: 7.858 meV
Formula k Tc: 36.142 meV
Kelvin per meV: 11.6045 K/meV
Mean-field Tc of superlattice: 419.4 K
Bulk A k Tc: 42.0 meV
Bulk A Tc: 487.4 K
Bulk B k Tc: 22.0 meV
Bulk B Tc: 255.3 K
Mean of bulk Tc values: 371.3 K
Weak-J estimate of k Tc: 37.00 meV
Critical mode ratio mB/mA: 0.4142
Temperature of use: 300 K
k times temperature of use: 25.852 meV
mA at temperature of use: 0.8475
mB at temperature of use: 0.5120
Monte Carlo Tc / mean-field Tc: 0.69
Monte Carlo Tc (few percent): 289 K
Assumed saturated polarization: 5.0 uC/cm2
Assumed lattice spacing: 0.40 nm
Assumed electronic permittivity: 2.5 (relative)
Dipole energy scale D: 3.59 meV
Dipole sum, same plane: 4.517 (units of D)
Dipole sum, one adjacent plane: -0.164 (units of D)
Dipole tail added to 4JA and 4JB: 9.04 meV
Dipole tail added to 2J: 6.00 meV
k Tc with dipole tail: 49.91 meV
Tc shift from dipole tail: 160 K
Assumed tunnelling energy Gamma: 1.0 meV
Tc shift from tunnelling: -0.11 K
```
